**Mermin's response from a number-conserving kinetic equation**

The program studies the density response χ_M = zχ₀(q,z)/[ω + iγχ₀(q,z)/χ₀(q,0)] of a uniform electron gas, where χ₀ is the Lindhard response, q the wavevector, ω the angular frequency, γ the collision rate and z = ω + iγ. It solves the momentum-resolved kinetic equation with continuity imposed and asserts that the result agrees with this formula; the largest relative gap is about 10⁻⁹. The linearized local equilibrium is compared with direct diagonalization on a ring. Further assertions cover the Drude and static limits, the diffusion rate, two sum rules and the plasmon line shape. For a model gas with 10²⁹ electrons per m³ and ħγ = 1 eV, inserting the complex frequency into χ₀ limits the static dielectric function to about 139 and nearly removes the low-frequency conductivity. Both functions satisfy the f-sum rule, so that rule does not separate them. A conserving target of the wrong shape keeps the Drude limit but gives 5/3 of the correct static response at small q. Halving the rate in the substitution nearly repairs the plasmon peak near q = 0, while the printed loss values at larger q still differ.

## Numerical verification

```python
"""
Result under test: Mermin's density response of a uniform electron gas,
    chi_M = z chi0(q,z) / (omega + i gamma chi0(q,z)/chi0(q,0)),
with z = omega + i gamma, follows from relaxation toward a local equilibrium
when the continuity equation is required to hold.
chi0: Lindhard response (density per total potential energy), q: wavevector,
omega: angular frequency, gamma: collision rate, time factor exp(-i omega t).
The dielectric function is eps = 1 - e^2 chi/(eps0 q^2).  SI units throughout.
"Substitution" means using chi0(q, omega + i gamma) as the response itself.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0, pi
from scipy.special import expit

density = 1.0e29
gamma = 1.0 * e / hbar
k_fermi = (3 * pi**2 * density) ** (1 / 3)
v_fermi = hbar * k_fermi / m_e
e_fermi = 0.5 * m_e * v_fermi**2
omega_p = np.sqrt(density * e**2 / (epsilon_0 * m_e))
q_optical, q_small, q_middle, q_large = 1.0e6, 1.0e8, 1.0e9, 5.0e9


def close(a, b, tolerance):
    return np.all(np.abs(np.asarray(a) - b) <= tolerance * np.abs(b))


def momentum_grid(q):
    """Midpoint momentum p along q, weights, occupation difference and sum
    (integrated over transverse momentum), and transition energy."""
    edges = [-k_fermi - q/2, -k_fermi + q/2, k_fermi - q/2, k_fermi + q/2]
    points, weights = [], []
    for low, high, count in zip(edges[:-1], edges[1:], (40, 240, 40)):
        x, w = np.polynomial.legendre.leggauss(count)
        points.append((high + low) / 2 + (high - low) / 2 * x)
        weights.append((high - low) / 2 * w)
    p, w = np.concatenate(points), np.concatenate(weights)

    def occupied(k):
        disc = pi * np.clip((k_fermi - k) * (k_fermi + k), 0, None)
        return 2 * disc / (2 * pi) ** 3

    before, after = occupied(p - q/2), occupied(p + q/2)
    return p, w, before - after, before + after, hbar**2 * q * p / m_e


def lindhard(q, z):
    """Lindhard response from its defining momentum integral."""
    _, w, difference, _, gap = momentum_grid(q)
    energy = hbar * np.asarray(z, dtype=complex)[..., None]
    return np.sum(w * difference * gap / (energy**2 - gap**2), axis=-1)


def lindhard_closed(q, z):
    """Closed logarithmic form for zero temperature, Im z > 0."""
    x, u = q / (2 * k_fermi), z / (q * v_fermi)

    def part(a):
        return (1 - a**2) * np.log((a + 1) / (a - 1))

    states = 3 * density / (2 * e_fermi)
    return -states * (0.5 + (part(x - u) + part(x + u)) / (8 * x))


def mermin(q, omega, chi0=lindhard):
    z = omega + 1j * gamma
    chi_z = chi0(q, z)
    chi_static = chi0(q, 1e-9j * e / hbar)
    return z * chi_z / (omega + 1j * gamma * chi_z / chi_static)


def dielectric(q, chi):
    return 1 - e**2 / (epsilon_0 * q**2) * chi


def loss(eps):
    return -np.imag(1 / eps)


def substituted(q, omega, rate=gamma):
    return lindhard(q, omega + 1j * rate)


def conserving_gas(q, omega, shape):
    """Solve the kinetic equation for unit potential; the amplitude of the
    relaxation target is fixed only by demanding omega*n = q*j."""
    _, w, difference, total, gap = momentum_grid(q)
    target = -difference / gap if shape == "equilibrium" else total
    propagator = 1 / (hbar * (omega + 1j * gamma) - gap)
    driven = difference * propagator
    relaxed = 1j * hbar * gamma * target * propagator

    def leak(r):
        return np.sum(w * (omega - gap / hbar) * r)

    amplitude = -leak(driven) / leak(relaxed)
    n = np.sum(w * (driven + amplitude * relaxed))
    return n, amplitude * np.sum(w * target)


# Linearized local equilibrium against diagonalization on a ring
# (energies in units of the first kinetic level, potential couples m to m+3).
levels = np.arange(-15, 16).astype(float) ** 2
coupling = np.eye(31, k=-3) + np.eye(31, k=3)


def ring_occupation(energy):
    return expit(-(energy - 30.0) / 8.0)


def ring_density_matrix(strength):
    val, vec = np.linalg.eigh(np.diag(levels) + strength * coupling)
    return (vec * ring_occupation(val)) @ vec.T


step = 1e-3
numeric = (ring_density_matrix(step) - ring_density_matrix(-step)) / (2 * step)
f = ring_occupation(levels)
formula = (f[3:] - f[:-3]) / (levels[3:] - levels[:-3])
ring_error = np.max(np.abs(np.diag(numeric, -3) - formula))
assert ring_error < 1e-7

# Closed Lindhard function against the momentum integral, also static.
for q in (q_middle, q_large):
    for z in ((3 + 1j) * e / hbar, (0.4 + 0.5j) * e / hbar):
        assert close(lindhard_closed(q, z), lindhard(q, z), 1e-7)
    assert close(lindhard_closed(q, 1e-9j * e / hbar), lindhard(q, 0), 1e-6)

# Continuity source for an arbitrary target amplitude.
omega_test = 2.0 * e / hbar
_, w, difference, total, gap = momentum_grid(q_middle)
target = (0.3 + 0.2j) * (-difference / gap)
r = ((difference + 1j * hbar * gamma * target)
     / (hbar * (omega_test + 1j * gamma) - gap))
source = np.sum(w * (omega_test - gap / hbar) * r)
assert close(source, -1j * gamma * np.sum(w * (r - target)), 1e-9)

# Requiring continuity yields equal densities and Mermin's formula.
mermin_error = 0.0
for q in (q_middle, q_large):
    for energy in (0.3, 2.0, 8.0):
        omega = energy * e / hbar
        n, n_target = conserving_gas(q, omega, "equilibrium")
        expected = mermin(q, omega, lindhard_closed)
        assert close(n_target, n, 1e-8)
        assert close(n, expected, 1e-6)
        mermin_error = max(mermin_error, abs(n / expected - 1))
    assert close(conserving_gas(q, 0.0, "equilibrium")[0], lindhard(q, 0), 1e-8)

# Optical limit.
for energy in (0.01, 1.0, 12.0):
    omega = energy * e / hbar
    drude = density * q_optical**2 / (m_e * omega * (omega + 1j * gamma))
    double = density * q_optical**2 / (m_e * (omega + 1j * gamma) ** 2)
    assert close(mermin(q_optical, omega), drude, 1e-4)
    assert close(substituted(q_optical, omega), double, 1e-4)

# A conserving target of the wrong shape: Drude survives, statics fails.
omega = 2.0 * e / hbar
drude = density * q_optical**2 / (m_e * omega * (omega + 1j * gamma))
assert close(conserving_gas(q_optical, omega, "sphere")[0], drude, 1e-4)
wrong_static = (conserving_gas(1e7, 0.0, "sphere")[0] / lindhard(1e7, 0)).real
assert close(wrong_static, 5 / 3, 1e-3)

# Static screening and low-frequency conductivity.
static_mermin = [dielectric(q, mermin(q, 0.0)).real
                 for q in (q_small, q_middle)]
static_subst = [dielectric(q, substituted(q, 0.0)).real
                for q in (q_small, q_middle)]
static_subst_optical = dielectric(q_optical, substituted(q_optical, 0.0)).real
assert close(static_subst_optical, 1 + (omega_p / gamma) ** 2, 1e-4)
omega_low = 0.01 * e / hbar


def conductivity(chi):
    eps = dielectric(q_optical, chi)
    return (-1j * omega_low * epsilon_0 * (eps - 1)).real


sigma_drude = density * e**2 / (m_e * gamma)
sigma_mermin = conductivity(mermin(q_optical, omega_low))
sigma_subst = conductivity(substituted(q_optical, omega_low))
assert close(sigma_mermin, sigma_drude, 1e-3)
assert abs(sigma_subst) < 1e-3 * sigma_drude

# Diffusion: slowest eigenmode of the undriven, number-conserving gas.
_, w, difference, total, gap = momentum_grid(q_small)
shape = -difference / gap
generator = (np.diag(-1j * gap / (hbar * gamma) - 1)
             + np.outer(shape / np.sum(w * shape), w))
modes = np.linalg.eigvals(generator)
slow_rate = -gamma * np.max(modes.real)
diffusion = v_fermi**2 / (3 * gamma)
assert close(slow_rate, diffusion * q_small**2, 5e-3)
ratio = lindhard(q_small, 1j * (gamma - slow_rate)) / lindhard(q_small, 0)
assert abs(-1j * slow_rate + 1j * gamma * ratio) < 1e-5 * slow_rate
omega = diffusion * q_small**2
pole_form = lindhard(q_small, 0) * omega / (omega - 1j * omega)
assert close(mermin(q_small, omega), pole_form, 2e-2)

# Sum rules on a mapped half-line.
x, wx = np.polynomial.legendre.leggauss(600)
t, scale = (x + 1) / 2, 12.0 * e / hbar
freq = scale * t / (1 - t)
dfreq = wx / 2 * scale / (1 - t) ** 2
f_sums, screening = [], []
for response in (mermin, substituted):
    eps = dielectric(q_middle, response(q_middle, freq))
    f_sums.append(np.sum(dfreq * freq * eps.imag) / (pi / 2 * omega_p**2))
    eps = dielectric(q_optical, response(q_optical, freq))
    screening.append(np.sum(dfreq * loss(eps) / freq) / (pi / 2))
assert close(f_sums, 1.0, 1e-4)
assert close(screening[0], 1.0, 1e-4)
assert close(screening[1], omega_p**2 / (omega_p**2 + gamma**2), 1e-4)

# Plasmon line near q = 0.
energies = np.linspace(6, 18, 4001)
grid = energies * e / hbar
lines = []
for chi in (mermin(q_optical, grid), substituted(q_optical, grid),
            substituted(q_optical, grid, gamma / 2)):
    curve = loss(dielectric(q_optical, chi))
    above = energies[curve > curve.max() / 2]
    lines.append((energies[curve.argmax()], curve.max(), above[-1] - above[0]))
assert abs(lines[1][2] / lines[0][2] - 2) < 0.05
assert abs(lines[1][1] / lines[0][1] - 0.5) < 0.02
assert abs(lines[2][1] / lines[0][1] - 1) < 0.02
assert abs(lines[2][2] / lines[0][2] - 1) < 0.02

print(f"electron density: {density:.2e} m^-3")
print(f"collision energy hbar*gamma: {hbar*gamma/e:.3f} eV")
print(f"collision rate gamma: {gamma:.4e} s^-1")
print(f"Fermi wavevector: {k_fermi:.4e} m^-1")
print(f"Fermi velocity: {v_fermi:.4e} m/s")
print(f"Fermi energy: {e_fermi/e:.3f} eV")
print(f"plasmon energy hbar*omega_p: {hbar*omega_p/e:.3f} eV")
print(f"ring test, largest deviation: {ring_error:.1e} (dimensionless)")
print(f"kinetic solution vs Mermin, largest relative gap: {mermin_error:.1e}")
for i, q in enumerate((q_small, q_middle)):
    print(f"static eps at q={q:.0e} m^-1, Mermin: {static_mermin[i]:.5g}")
    print(f"static eps at q={q:.0e} m^-1, substitution: {static_subst[i]:.5g}")
print(f"static eps, substitution, q={q_optical:.0e} m^-1: "
      f"{static_subst_optical:.2f}")
print(f"Drude dc conductivity: {sigma_drude:.4e} S/m")
print(f"conductivity at 0.01 eV, Mermin: {sigma_mermin:.4e} S/m")
print(f"conductivity at 0.01 eV, substitution: {sigma_subst:.4e} S/m")
print(f"wrong-shape conserving target, static ratio: {wrong_static:.4f}")
print(f"diffusion constant: {diffusion:.4e} m^2/s")
print(f"D q^2 at q={q_small:.0e} m^-1: {diffusion*q_small**2:.4e} s^-1")
print(f"slowest eigenmode rate at that q: {slow_rate:.4e} s^-1")
print(f"f-sum / exact value, q={q_middle:.0e} m^-1, Mermin: {f_sums[0]:.5f}")
print(f"f-sum / exact value, same q, substitution: {f_sums[1]:.5f}")
print(f"screening moment / (pi/2), q near 0, Mermin: {screening[0]:.5f}")
print(f"screening moment / (pi/2), substitution: {screening[1]:.5f}")
names = ("Mermin", "substitution gamma", "substitution gamma/2")
for name, (position, height, width) in zip(names, lines):
    print(f"plasmon, {name}: peak {position:.2f} eV, height {height:.3f}, "
          f"FWHM {width:.3f} eV")
for q in (q_optical, q_middle, q_large):
    for energy in (1.0, 5.0):
        omega = energy * e / hbar
        values = [loss(dielectric(q, chi)) for chi in
                  (mermin(q, omega), substituted(q, omega),
                   substituted(q, omega, gamma / 2))]
        print(f"loss q={q:.0e} m^-1, {energy:.0f} eV [Mermin, gamma, gamma/2]: "
              + ", ".join(f"{value:.5f}" for value in values))
print("checks complete")
```

Printed output:

```
electron density: 1.00e+29 m^-3
collision energy hbar*gamma: 1.000 eV
collision rate gamma: 1.5193e+15 s^-1
Fermi wavevector: 1.4360e+10 m^-1
Fermi velocity: 1.6624e+06 m/s
Fermi energy: 7.856 eV
plasmon energy hbar*omega_p: 11.742 eV
ring test, largest deviation: 2.9e-11 (dimensionless)
kinetic solution vs Mermin, largest relative gap: 1.1e-09
static eps at q=1e+08 m^-1, Mermin: 34551
static eps at q=1e+08 m^-1, substitution: 137.9
static eps at q=1e+09 m^-1, Mermin: 346.36
static eps at q=1e+09 m^-1, substitution: 84.27
static eps, substitution, q=1e+06 m^-1: 138.88
Drude dc conductivity: 1.8548e+06 S/m
conductivity at 0.01 eV, Mermin: 1.8546e+06 S/m
conductivity at 0.01 eV, substitution: 3.7089e+02 S/m
wrong-shape conserving target, static ratio: 1.6666
diffusion constant: 6.0632e-04 m^2/s
D q^2 at q=1e+08 m^-1: 6.0632e+12 s^-1
slowest eigenmode rate at that q: 6.0680e+12 s^-1
f-sum / exact value, q=1e+09 m^-1, Mermin: 1.00000
f-sum / exact value, same q, substitution: 1.00000
screening moment / (pi/2), q near 0, Mermin: 1.00000
screening moment / (pi/2), substitution: 0.99280
plasmon, Mermin: peak 11.73 eV, height 11.748, FWHM 0.996 eV
plasmon, substitution gamma: peak 11.74 eV, height 5.861, FWHM 1.992 eV
plasmon, substitution gamma/2: peak 11.74 eV, height 11.737, FWHM 0.996 eV
loss q=1e+06 m^-1, 1 eV [Mermin, gamma, gamma/2]: 0.00736, 0.01450, 0.00733
loss q=1e+06 m^-1, 5 eV [Mermin, gamma, gamma/2]: 0.05400, 0.10550, 0.05376
loss q=1e+09 m^-1, 1 eV [Mermin, gamma, gamma/2]: 0.00859, 0.01468, 0.00791
loss q=1e+09 m^-1, 5 eV [Mermin, gamma, gamma/2]: 0.05400, 0.10420, 0.05309
loss q=5e+09 m^-1, 1 eV [Mermin, gamma, gamma/2]: 0.02174, 0.02433, 0.02120
loss q=5e+09 m^-1, 5 eV [Mermin, gamma, gamma/2]: 0.09184, 0.11342, 0.08473
checks complete
```
